# Why long-wave optical phonons split and depend on direction in polar insulators, part 1

(Sections cited here and not found follow in the second part.)

**Q.** At zero wavevector every cell moves alike. How can the force constants there depend on the direction of a vector that has vanished?

**A.** They can if we mean a limit: let $\mathbf q=q\hat{\mathbf q}$ and shrink $q$ at fixed $\hat{\mathbf q}$. The long-range Coulomb interaction contains $1/q^2$, while in an insulator the charge produced by a long-wave displacement is proportional to $q$. Two such charges and one interaction give a ratio whose magnitude cancels but whose direction survives.

I take a bulk periodic crystal, harmonic nuclei and electrons that follow adiabatically, with a stable electronic ground state. Hartree units are used, with $e=\hbar=m_e=1$. The cell volume is $\Omega$, and ion $\kappa$ in cell $\mathbf R$ moves by $u_{\kappa\beta}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$ along $\beta$. The limit must stay in the electrostatic range: $q$ is far below the Brillouin-zone size, but far above both $\omega/c$ and the inverse sample size.

**Q.** The electrons also move. How do you separate the macroscopic Coulomb term without losing their screening?

**A.** Keep the electrons as variables until that term is visible. Let $n$ be a column of electronic variables, for example Fourier components of the density change. To second order, the energy per cell is

$$E=\tfrac12u^\dagger Au+\tfrac12(u^\dagger B^\dagger n+n^\dagger Bu)+\tfrac12n^\dagger Sn+\frac{\lambda}{2}|\rho|^2,$$

$$\rho=au+bn,\qquad \lambda=\frac{4\pi}{\Omega q^2}.$$

Here $\rho$ is the Fourier component of the total charge at $\mathbf q$, per cell, and $a,b$ are rows. A density wave of amplitude $\rho/\Omega$ has Coulomb energy $\tfrac12\Omega(4\pi/q^2)|\rho/\Omega|^2$, which gives the last term. Coulomb terms at $\mathbf q+\mathbf G$ with $\mathbf G\ne0$ stay in $A,B,S$; they carry the local fields. I assume that $S$ is positive.

Minimizing with respect to $n$ gives

$$Bu+Sn+\lambda b^\dagger\rho=0,\qquad n=-S^{-1}(Bu+\lambda b^\dagger\rho).$$

Substitute this in $\rho=au+bn$ and define

$$r=a-bS^{-1}B,\qquad \bar\chi=bS^{-1}b^\dagger .$$

Then $\rho=ru-\lambda\bar\chi\rho$, so $\rho=ru/(1+\lambda\bar\chi)$. The force-constant matrix follows from twice the derivative of $E$ with respect to $u^\dagger$ at fixed $u$, because the minimized energy is $\tfrac12u^\dagger Cu$:

$$\begin{aligned}
Cu&=Au+B^\dagger n+\lambda a^\dagger\rho\\
&=(A-B^\dagger S^{-1}B)u+\lambda(a^\dagger-B^\dagger S^{-1}b^\dagger)\rho\\
&=\bar Cu+\lambda r^\dagger\rho .
\end{aligned}$$

Hence, at any wavevector at which this quadratic form applies,

$$C(\mathbf q)=\bar C(\mathbf q)+\frac{\lambda\,r^\dagger r}{1+\lambda\bar\chi}. \tag{1}$$

The bar means that the single macroscopic Coulomb term is absent. The numerator holds the charge that the ions and their accompanying electrons produce; the denominator holds the electrons' response to the resulting macroscopic field.

**Q.** You have renamed two unknown functions. Why should $r$ contain the Born charge rather than the nuclear charge?

**A.** Move one ion with the macroscopic field suppressed. Let $\delta\rho_{\kappa\beta}(\mathbf x)$ be the total charge change per unit displacement, with $\mathbf x$ measured from that ion. In an insulator I assume this response has the moments needed below. Superposing the displaced ions gives

$$r_{\kappa\beta}=\int d^3x\,\delta\rho_{\kappa\beta}(\mathbf x)e^{-i\mathbf q\cdot\mathbf x}.$$

Displacement creates no net charge, so the zeroth moment vanishes. The next term is the dipole:

$$r_{\kappa\beta}=-i\sum_\alpha q_\alpha Z^*_{\kappa,\alpha\beta}+O(q^2),\qquad
Z^*_{\kappa,\alpha\beta}=\Omega\left.\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\right|_{\boldsymbol{\mathcal E}=0}. \tag{2}$$

The first index of $Z^*$ is polarization and the second is displacement. The tensor need not be symmetric, so the wavevector must contract with the first index.

A rigid translation of a neutral cell leaves its polarization unchanged. Therefore $\sum_\kappa Z^*_{\kappa,\alpha\beta}=0$, and the macroscopic term exerts no force on a uniform translation.

**Q.** And the electronic response? If $Z^*$ already includes electrons, dividing by $\varepsilon_\infty$ looks like counting them twice.

**A.** They are two different derivatives. The Born charge is the polarization caused by moving ions at zero macroscopic field. The tensor $\varepsilon_\infty$ describes the polarization caused by a macroscopic field with the ions clamped.

To obtain $\bar\chi$, impose a macroscopic potential $\phi$ at wavevector $\mathbf q$ and hold $u=0$. Minimizing $\tfrac12n^\dagger Sn$ plus the coupling to $\phi$ gives $Sn+b^\dagger\phi=0$, so the electronic charge is $bn=-\bar\chi\phi$. The same charge follows from electrostatics. The field is $\boldsymbol{\mathcal E}=-i\mathbf q\phi$, the polarization is $\mathbf P=(\varepsilon_\infty-1)\boldsymbol{\mathcal E}/4\pi$, and the bound charge per cell is

$$-i\Omega\mathbf q\cdot\mathbf P=-\frac{\Omega}{4\pi}\mathbf q\cdot(\varepsilon_\infty-1)\cdot\mathbf q\,\phi.$$

Comparison gives, to leading order,

$$\bar\chi=\frac{\Omega}{4\pi}\mathbf q\cdot(\varepsilon_\infty-1)\cdot\mathbf q,\qquad
1+\lambda\bar\chi=\frac{\mathbf q\cdot\varepsilon_\infty\cdot\mathbf q}{q^2}. \tag{3}$$

The last equality uses $\mathbf q\cdot1\cdot\mathbf q=q^2$. Insert (2) and (3) in (1). The factors $-i$ and $+i$ multiply to one, and the powers of $q$ cancel:

$$\boxed{C_{\kappa\alpha,\kappa'\beta}(\hat{\mathbf q})=\bar C_{\kappa\alpha,\kappa'\beta}
+\frac{4\pi}{\Omega}\frac{(\hat{\mathbf q}\cdot Z^*_\kappa)_\alpha(\hat{\mathbf q}\cdot Z^*_{\kappa'})_\beta}{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}}. \tag{4}$$

The dynamical matrix is $D_{\kappa\alpha,\kappa'\beta}=C_{\kappa\alpha,\kappa'\beta}/\sqrt{M_\kappa M_{\kappa'}}$. In (4), $\bar C$ is its limit at $q=0$ and has no dependence on $\hat{\mathbf q}$.

**Q.** That rests on an insulating expansion. What would a metal do?

**A.** In a metal the static response $\bar\chi$ tends to a finite, nonzero value as $q\to0$. Then $\lambda\bar\chi$ diverges and the added term in (1) tends to $r^\dagger r/\bar\chi$: the factor $1/q^2$ has been screened away. If $\bar C$, $r$ and $\bar\chi$ have limits independent of direction, so does $C$. This is a static result: in a clean metal, a phonon of frequency $\omega$ meets the static response only when $q$ is well above $\omega/v_F$, where $v_F$ is the Fermi velocity.

I tested the two behaviours of the response with independent electrons in one dimension, counting both spin directions and taking the response per unit length, in the potential $0.30\cos(2\pi x/a)$ Ha with $a=6$ bohr. With the lowest band full, the density response divided by $-q^2$ is 2.689 atomic units, in agreement with a separate sum over momentum matrix elements. With that band half full, minus the response itself is 5.095 atomic units at small $q$, in agreement with the density of states at the Fermi points. This checks the distinction between full and partly filled bands; it doesn't model interactions in an oxide.

**Q.** I would trust (4) more if a crystal that knew nothing of macroscopic electrostatics reproduced it.

**A.** Take a triclinic crystal with three ions per cell, each made of a Gaussian core and a movable Gaussian shell. The shells play the part of the electronic variables. One calculation retains the complete Coulomb sum at $q=5\times10^{-5}$ bohr$^{-1}$ and eliminates the shells. The other obtains $\bar C$, $Z^*$ and $\varepsilon_\infty$ at zero macroscopic field and uses (4).

Over four directions the largest discrepancy in the real part is $2.6\times10^{-7}$ of the largest entry of the added matrix. The limit (4) is real; the imaginary part present at nonzero $q$ is not included in that figure and is treated below. The Born tensors have an asymmetry of up to 0.026 $e$, so the index order matters here. Between the first and third Cartesian directions, an entry of $C$ changes by as much as 0.056 Ha/bohr$^2$.

The approach to the limit has a definite form too. Real forces require $C(-\mathbf q)=C(\mathbf q)^*$. Along a fixed ray, the real part is therefore even in $q$ and the imaginary part is odd. When $q$ was doubled from 0.005 to 0.010 bohr$^{-1}$ along one general direction, the real and imaginary errors grew by factors 4.000 and 2.000.

**Q.** Can you recover the same force from fields, so that I can see its sign?

**A.** Yes. In the electrostatic range $\boldsymbol{\mathcal E}$ is parallel to $\mathbf q$. Without free charge, $\mathbf q\cdot\mathbf D=0$, where

$$\mathbf D=\varepsilon_\infty\boldsymbol{\mathcal E}+\frac{4\pi}{\Omega}\sum_\kappa Z^*_\kappa\mathbf u_\kappa .$$

Put $\boldsymbol{\mathcal E}=\mathcal E\hat{\mathbf q}$ and contract with $\hat{\mathbf q}$:

$$\boldsymbol{\mathcal E}=-\frac{4\pi}{\Omega}\hat{\mathbf q}
\frac{\sum_\kappa\hat{\mathbf q}\cdot Z^*_\kappa\mathbf u_\kappa}{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}.$$

The force on ion $\kappa$ is $Z_\kappa^{*T}\boldsymbol{\mathcal E}$. Multiplied by the displacements and summed over the ions, it gives a negative number or zero. The force thus opposes the displacement pattern as a whole, though it may push a single ion along its own displacement. Since force is minus the force-constant matrix times displacement, the contribution to $C$ is positive, as in (4).

**Q.** Does a positive matrix mean that every optical mode rises?

**A.** No mode falls, but some may stay put. Write the added part of $D$ as $gg^T$, with

$$g_{\kappa\beta}=\sqrt{\frac{4\pi}{\Omega\,\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}}\;
\frac{(\hat{\mathbf q}\cdot Z^*_\kappa)_\beta}{\sqrt{M_\kappa}}.$$

Let $e_i$ and $\omega_i^2$ be the eigenvectors and eigenvalues of $\bar D$. If $g\cdot e_i=0$, then $gg^Te_i=0$ and mode $i$ is unchanged. For the others, factor the determinant:

$$\det(\bar D+gg^T-\omega^2)=\det(\bar D-\omega^2)
\left[1+\sum_i\frac{(g\cdot e_i)^2}{\omega_i^2-\omega^2}\right].$$

A new eigenvalue makes the bracket vanish:

$$1=\sum_i\frac{(g\cdot e_i)^2}{\omega^2-\omega_i^2}. \tag{5}$$

Between neighbouring coupled values $\omega_i^2$, the right side falls from $+\infty$ to $-\infty$ and crosses one once. Above the highest it falls from $+\infty$ to zero and again crosses once. Each coupled mode thus moves up, but no further than the next coupled one. In a degenerate set, one combination can be chosen parallel to the projection of $g$; the rest do not couple.

In low symmetry, "longitudinal" and "transverse" are not sharp labels for atomic displacements. What decides the coupling is the longitudinal polarization, $\hat{\mathbf q}\cdot\sum_\kappa Z^*_\kappa\mathbf u_\kappa$.

**Q.** Is there a relation to the static permittivity that doesn't require following each mode?

**A.** There is, for a crystal with stable optical modes. At fixed cell shape, so that no piezoelectric strain contributes, a static field displaces the ions by $u=\bar C^+Z^{*T}\boldsymbol{\mathcal E}$, where $\bar C^+$ is the inverse after uniform translations are removed. Adding their polarization to the electronic part gives

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi}{\Omega}Z^*\bar C^+Z^{*T}.$$

The vector $g$ has no component along the translations, because the Born charges sum to zero. Set $\omega=0$ in the determinant identity, restricted to optical modes:

$$\prod_{\rm opt}\frac{\omega_j^2(\hat{\mathbf q})}{\omega_{j,{\rm TO}}^2}
=1+g^T\bar D^+g
=\frac{\hat{\mathbf q}\cdot\varepsilon_0\cdot\hat{\mathbf q}}
{\hat{\mathbf q}\cdot\varepsilon_\infty\cdot\hat{\mathbf q}}. \tag{6}$$

The masses cancel between $g$ and $\bar D^+$. Here TO denotes the modes of $\bar D$, without a macroscopic field. This is the directional Lyddane–Sachs–Teller relation. For the triclinic crystal, its two sides agree to a relative error of $6.5\times10^{-9}$ in the worst of the four directions.

**Q.** Let us have an oxide with numbers. What do you put in?

We now have the direction-dependent force constants (4) of an insulator in the long-wave limit, the rule for which modes they raise, and the relation (6) to the static permittivity. It remains to put in numbers for an oxide, and to see what changes in a thin film, at wavevectors so small that the speed of light matters, and when free carriers are present.
